Partial-wave convergence of second-order singlet and triplet pair energies, part 1

(Sections cited here and not found follow in the second part.)

In a helium-like ion the 1s2s configuration gives a singlet and a triplet built from the same two orbitals. The second-order energies quoted here belong to the expansion in 1/Z and are the same for every nuclear charge Z. The part of the second-order energy that comes from giving both electrons angular momentum l = 8 is −7.756×10⁻⁶ hartree for the singlet and −1.491×10⁻⁷ hartree for the triplet, a ratio of about 52. At l = 22 the values are −1.602×10⁻⁷ and −4.580×10⁻¹⁰ hartree, a ratio of about 350. On a logarithmic plot against l + ½ the slopes between l = 18 and l = 22 are −3.994 and −5.976. The Hamiltonian contains no spin, so the two extra powers must come from the spatial function, and the derivation below traces them to the point where the electrons meet.

**1. The first-order problem**

Hartree atomic units are used and the atom is nonrelativistic with a fixed nucleus of charge Z. Measuring lengths in units of a₀/Z turns the Hamiltonian into Z²(H₀ + V/Z), with

(1)  H₀ = h(1) + h(2),  h = −½∇² − 1/r,  V = 1/r₁₂.

Perturbation theory in 1/Z gives E = Z²E₀ + Z E₁ + E₂ + O(1/Z), so E₂ in hartree is the same number for every Z. With Φ the normalized, real spatial function of zeroth order,

(2)  (H₀ − E₀)ψ₁ = −(V − E₁)Φ,  E₂ = ⟨Φ|V − E₁|ψ₁⟩.

A singlet has Φ symmetric under exchange of r₁ and r₂, a triplet antisymmetric. The configurations 1s2s and 1s2p are degenerate at E₀ = −5/8, but V conserves total orbital angular momentum and exchange symmetry, so it does not mix the four terms.

Take first an S state made from s orbitals with radial functions a(r), b(r), each normalized as ∫a² dr = 1:

(3)  Φ = u(r₁,r₂)/(4π r₁r₂),  u = [a(r₁)b(r₂) ± b(r₁)a(r₂)]/√2,

and u = a(r₁)a(r₂) for 1s². With x = cos θ, θ the angle between the two position vectors, the generating function of the Legendre polynomials gives

(4)  1/r₁₂ = Σ_l g_l P_l(x),  g_l = r<^l / r>^(l+1),

where r< and r> are the smaller and larger of r₁, r₂. Write ψ₁ = Σ_l f_l(r₁,r₂) P_l(x)/(4π r₁r₂). By the addition theorem P_l(x) is a sum of products Y_lm(1) Y*_lm(2), so it is an eigenfunction of the squared angular momentum of each electron with eigenvalue l(l+1). The term E₁Φ has no angular dependence and enters only l = 0. Equating coefficients of P_l in (2) for l ≥ 1,

(5)  [h_l(1) + h_l(2) − E₀] f_l = −g_l u,  h_l = −½ d²/dr² + l(l+1)/(2r²) − 1/r.

The average of P_l P_l′ over both solid angles is δ_ll′/(2l+1), so E₂ = Σ_l E_l with

(6)  E_l = (2l+1)⁻¹ ∬ u g_l f_l dr₁dr₂.

The lowest eigenvalue of h_l is −1/[2(l+1)²]. For l ≥ 1 the sum of two of them is at least −¼, above E₀ whenever one electron is in 1s (E₀ < −½), so the operator in (5) is positive and E_l is negative for 1s² and all 1sns states. For doubly excited configurations, with E₀ at or above −¼, the operator is positive only from a higher l on (for 2s3s from l = 2). There (3) is in general not a proper zeroth-order function either: 2s3s is degenerate with 2p3p and V mixes the two, so (5) has no solution at l = 1 until Φ is taken as the right combination of them. Since the channels do not couple, a basis that is radially complete but stops at l = L misses exactly Σ_{l>L} E_l. Throughout, λ = l + ½.

**2. The cusp**

Introduce R = (r₁ + r₂)/2 and ρ = r₁ − r₂ as vectors, with |ρ| = ρ = r₁₂. The chain rule gives ∇₁ = ½∇_R + ∇_ρ and ∇₂ = ½∇_R − ∇_ρ; in the sum of squares the cross terms cancel:

(7)  −½∇₁² − ½∇₂² = −¼∇_R² − ∇_ρ².

Exchange sends ρ to −ρ at fixed R. For R ≠ 0, Φ has a Taylor series in ρ, containing only even degrees for a singlet and only odd degrees for a triplet:

(8)  singlet: Φ = Φ(R,R) + O(ρ²);  triplet: Φ = w(R)·ρ + O(ρ³),  w = ½(∇₁ − ∇₂)Φ at ρ = 0.

In both cases the leading term is a harmonic polynomial Y(ρ) of degree m, with m = 0 or 1. The source −Y/ρ in (2) is not analytic at ρ = 0, and of all terms in H₀ only −∇_ρ² lowers the degree in ρ, so it alone can balance the source. Try ψ₁ = c ρ Y. The product rule gives ∇²(ρY) = Y∇²ρ + 2∇ρ·∇Y + ρ∇²Y. Here ∇²ρ = 2/ρ; ∇ρ·∇Y = ρ·∇Y/ρ = mY/ρ by Euler's theorem for homogeneous functions; ∇²Y = 0. Hence ∇²(ρY) = 2(m+1)Y/ρ, and −∇²(cρY) = −Y/ρ requires

(9)  ψ₁ = c r₁₂ Φ + …,  c = 1/[2(m+1)]:  c = ½ (singlet),  c = ¼ (triplet).

The leading non-analytic term has degree m + 1. The operators −¼∇_R², −1/r₁ − 1/r₂ and −E₀ acting on it leave terms of degree m + 1 and higher, and the next Taylor term of Φ, of degree m + 2, gives a source of degree m + 1 as well. Both are balanced by a term of degree m + 3 in ψ₁. Degree m + 2 is absent because exchange symmetry forbids it. The rest of ψ₁ is analytic at ρ = 0; for an S state it is analytic in ρ² = r₁² + r₂² − 2r₁r₂x, hence in x on the whole interval, and its Legendre coefficients fall exponentially. Only the non-analytic terms produce inverse powers of λ.

For the triplet (3), u vanishes as r₁ − r₂. The identity r₁ − r₂ = (r₁² − r₂²)/(r₁ + r₂) = 2R·ρ/(r₁ + r₂) shows that this is linear in the vector ρ, with w along R, so m = 1 applies although the total state is S.

**3. Partial waves of r₁₂ and the layer at r₁ = r₂**

Write r₁₂ = r₁₂² · (1/r₁₂) = (r<² + r>² − 2r<r> x) Σ_k g_k P_k and use x P_k = [(k+1)P_{k+1} + k P_{k−1}]/(2k+1). The coefficient of P_l receives l/(2l−1) from k = l − 1 and (l+1)/(2l+3) from k = l + 1:

(r₁₂)_l = (r<² + r>²) g_l − 2r<r> [ l g_{l−1}/(2l−1) + (l+1) g_{l+1}/(2l+3) ].

Since g_{l−1} = g_l r>/r< and g_{l+1} = g_l r</r>, the coefficient of r>² g_l is 1 − 2l/(2l−1) = −1/(2l−1) and that of r<² g_l is 1 − (2l+2)/(2l+3) = 1/(2l+3):

(10)  (r₁₂)_l = g_l [ r<²/(2l+3) − r>²/(2l−1) ].

Set r₁ = r + s/2, r₂ = r − s/2, so that dr₁dr₂ = dr ds, and define κ = λ/r. Identically g_l = (r₁r₂)^(−½) exp[−λ ln(r>/r<)], with r₁r₂ = r² − s²/4 and ln(r>/r<) = |s|/r + |s|³/(12r³) + …. The exponential confines s to a layer |s| ~ r/λ, in which s²/r² and λ|s|³/r³ are both of order λ⁻²:

(11)  g_l = (1/r) e^(−κ|s|) [1 + O(λ⁻²)].

In (10), 2l+3 = 2(λ+1) and 2l−1 = 2(λ−1). Over the common denominator the bracket is −[λ(r>² − r<²) + r>² + r<²]/[2(λ²−1)]. With r>² − r<² = 2r|s| and r>² + r<² = 2r² + s²/2 it equals −[r²(1 + κ|s|) + s²/4]/(λ²−1), so

(12)  (r₁₂)_l = −(r/λ²)(1 + κ|s|) e^(−κ|s|) [1 + O(λ⁻²)].

The choice λ = l + ½ is what removes corrections of relative order λ⁻¹ from (11) and (12).

Because Φ in (3) does not depend on θ, (9) predicts f_l = c (r₁₂)_l u. This can be confirmed from (5) without the cusp argument. The kinetic part is −∂_s² − ¼∂_r², as in (7). The centrifugal part is (λ² − ¼)·½(1/r₁² + 1/r₂²) = (λ² − ¼)(1 + 3s²/(4r²) + …)/r², the terms odd in s having cancelled. In the layer ∂_s² and κ² are of order λ²/r². The other terms are smaller by λ⁻²: λ²s²/r⁴ and 1/(4r²) are of order 1/r²; ∂_r acting on exp(−λ|s|/r) brings down λ|s|/r², of order 1/r; the attraction 2/r is 2r/λ² relative to κ², and E₀ is E₀r²/λ². These estimates hold uniformly as r → 0, and their growth at large r is cut off by the exponential decay of u. Thus

(13)  (−∂_s² + κ²) f = −(1/r) e^(−κ|s|) u.

For s > 0 put f = −q(s)e^(−κs); then (−∂_s² + κ²)(q e^(−κs)) = (−q″ + 2κq′)e^(−κs), so −q″ + 2κq′ = u/r.

Singlet: u = u₀(r) + O(s²), u₀ = u(r,r). Take q = α + βs, so 2κβ = u₀/r. The solution is even in s and has no kink, so f′(0) = 0, which gives β = κα. Then f = −u₀(1 + κ|s|)e^(−κ|s|)/(2κ²r).

Triplet: u = s v(r) + O(s³). The solution is odd, so q(0) = 0; take q = αs + βs². Then −2β + 2κα + 4κβs = s v/r, so β = v/(4κr) and α = β/κ. Then f = −s v (1 + κ|s|)e^(−κ|s|)/(4κ²r).

Since 1/(κ²r) = r/λ², comparison with (12) gives f = ½(r₁₂)_l u and f = ¼(r₁₂)_l u, in agreement with (9).

**4. The laws for S states**

Insert f_l = c(r₁₂)_l u, (11) and (12) in (6), with 2l+1 = 2λ. The range |s| < 2r is extended to infinity at an exponentially small cost:

(14)  E_l = −[c/(2λ³)] ∫dr ∫ds u² (1 + κ|s|) e^(−2κ|s|).

With ∫₀^∞ sⁿe^(−2κs) ds = n!/(2κ)^(n+1),

(15)  ∫(1 + κ|s|)e^(−2κ|s|) ds = 2[1/(2κ) + 1/(4κ)] = 3/(2κ),

(16)  ∫s²(1 + κ|s|)e^(−2κ|s|) ds = 2[2/(8κ³) + 6/(16κ³)] = 5/(4κ³).

For the singlet, c = ½ and 1/κ = r/λ give ½·½·(3/2) = 3/8; for the triplet, c = ¼ and 1/κ³ = r³/λ³ give ¼·½·(5/4) = 5/32:

(17)  singlet: E_l = −C₄ λ⁻⁴ [1 + O(λ⁻²)],  C₄ = (3/8) ∫ r u(r,r)² dr,

(18)  triplet: E_l = −C₆ λ⁻⁶ [1 + O(λ⁻²)],  C₆ = (5/32) ∫ r³ v² dr.

High partial waves act only in a layer of width r/λ around r₁ = r₂, the triplet function is of size s ~ r/λ there, and it enters the energy twice, once in the source and once in the response. That fixes the power. The coefficient needs the cusp value: keeping the familiar ½ r₁₂Φ for the triplet gives the right power and twice the right C₆.

For the pair (3), u(r,r) = √2 ab for the singlet, and expanding a(r ± s/2), b(r ∓ s/2) to first order gives v = W/√2 with W = a′b − ab′ for the triplet:

(19)  C₄(¹S) = (3/4)∫r a²b² dr,  C₆(³S) = (5/64)∫r³W² dr,  C₄(1s²) = (3/8)∫r a⁴ dr.

W vanishes identically only if a/b is constant, in which case the triplet does not exist, so C₆ is never zero.

**5. States of any symmetry**

The layer equation has a local form in momentum space. Near a coalescence point R keep only −∇_ρ², as in section 2, and let S̃(k) = ∫e^(−ik·ρ) Φ/ρ d³ρ. Then the transform of ψ₁ is −S̃/k², and since d³r₁d³r₂ = d³R d³ρ, Parseval's theorem gives

(20)  E₂(large k) = −∫d³R ∫d³k (2π)⁻³ |S̃(k)|²/k².

This holds only for large k, which is the part needed. The electrons carry momenta ±k on top of a bounded centre-of-mass part, so each has angular momentum λ ≈ R k⊥, with k⊥ the component normal to R. This identification is semiclassical and fixes λ up to a shift of order unity, so it yields the leading term only. One unit of λ corresponds to dk⊥ = 1/R, and d³k = 2πk⊥dk⊥dk_z after averaging over the azimuth.

From ∇²(1/ρ) = −4πδ(ρ) the transform of 1/ρ is 4π/k². Multiplication by ρ_j becomes i∂/∂k_j, so w·ρ/ρ has the transform −8πi (w·k)/k⁴. With k_z = k⊥tan φ the integrals over k_z reduce to integrals over φ from −π/2 to π/2 of cos⁴φ, cos⁶φ and cos⁸φ, which are 3π/8, 5π/16 and 35π/128:

(21)  ∫k⁻⁶dk_z = 3π/(8k⊥⁵),  ∫k⁻¹⁰dk_z = 35π/(128k⊥⁹),  ∫k_z²k⁻¹⁰dk_z = (5π/16 − 35π/128)/k⊥⁷ = 5π/(128k⊥⁷).

Singlet: the prefactor is 2πk⊥·16π²/(8π³) = 4k⊥, which with (21) gives (3π/2)k⊥⁻⁴dk⊥ = (3π/2)R³λ⁻⁴. Triplet: the prefactor is 2πk⊥·64π²/(8π³) = 16k⊥. Split w into a radial part w_r and a tangential part of length w_t. The cross term in (w·k)² is odd in k_z and vanishes, and the azimuthal average leaves w_r²k_z² + ½w_t²k⊥². The coefficients are 16·5π/128 = 5π/8 and 16·½·35π/128 = 35π/16, each with k⊥⁻⁶dk⊥ = R⁵λ⁻⁶:

(22)  C₄ = (3π/2)∫d³R R³ Φ(R,R)²,

(23)  C₆ = ∫d³R R⁵ [ (5π/8) w_r² + (35π/16) w_t² ].

For (3), Φ(R,R) = u₀/(4πR²) and w_r = v/(4πR²), w_t = 0; with d³R = 4πR²dR the factor is 4π/(16π²) = 1/(4π), and (22), (23) return 3/8 and 5/32 of (17), (18). A tangential gradient weighs 7/2 times as much as a radial one, because it points along k⊥, the component that carries the angular momentum.

The same counting covers any m. The transform of Y/ρ is homogeneous of degree −(m+2), the integrand of (20) has degree −(2m+6), and dk_z and the factor k⊥ raise it by two:

(24)  E_l ∝ λ^(−4−2m).

This shows where parity matters. Φ(R,R) is a function of one vector with total angular momentum L_tot, so its parity is necessarily (−1)^L_tot, called natural. A singlet of unnatural parity therefore has Φ(R,R) ≡ 0; the same argument removes the quadratic term ρ²F(R), a harmonic term with m = 2 is left, c = 1/6, and the law is λ⁻⁸. For a triplet of unnatural parity the argument removes w_r but not w_t, and λ⁻⁶ survives. Natural parity is a condition for the singlet law; the triplet vanishes at coalescence by antisymmetry alone.

For S states built from s orbitals, the partial-wave energies fall as λ⁻⁴ for singlets and λ⁻⁶ for triplets, with explicit coefficients, and a semiclassical argument extends the leading laws to other symmetries, with natural parity required for the singlet law. It remains to test the extension on the 1s2p states without the semiclassical step, to estimate truncation errors, to check the laws numerically and to set out their range of validity.

Numbers in the example were calculated in double precision.
